# Why Source-Drain Swapping Does Not Make a MOSFET Square Law Smooth

**Q.** My transistor model uses a square law with a body-dependent threshold. Whenever the drain falls below the source, I swap their labels and reverse the current. The model then treats both terminals alike, so its current must be smooth through zero drain bias. I see no need for a further check.

**A.** The swap does make the terminals equivalent. Whether that gives smoothness depends on the law being swapped. Please write it down, with its conventions.

**Q.** It is an n-channel device, with all voltages measured from the body. The threshold, measured relative to the source, is

$$V_T(V)=V_{FB}+2\phi_F+\gamma\sqrt{2\phi_F+V},$$

where $V$ is the source voltage. I define $q(V)=V_G-V-V_T(V)$ and $v=V_D-V_S$. For $v\ge0$,

$$I=\beta\left[q(V_S)\,v-\tfrac12v^2\right],\qquad \beta=\mu C_{ox}W/L .$$

I use it only in the triode region, with $q>0$ and $v$ well below saturation.

**A.** Let us put a coefficient $a$ in front of $v^2/2$, so that we can see what your choice $a=1$ does. For $v<0$ the drain terminal acts as the source and the positive bias is $|v|=-v$. Your rule gives

$$I=-\beta\left[q(V_D)|v|-\tfrac a2v^2\right]=\beta\left[q(V_D)\,v+\tfrac a2v^2\right].$$

Now move the terminals symmetrically about a common voltage: $V_S=V_0-v/2$ and $V_D=V_0+v/2$. Reversing $v$ exchanges them, so $I(-v)=-I(v)$. What does this say about the second derivative?

**Q.** Differentiating twice gives $I''(-v)=-I''(v)$. An odd function has zero second derivative at the origin, so I am safe.

**A.** It is zero if the second derivative exists there. Oddness alone gives $I''(0^-)=-I''(0^+)$. The two limits agree only if $I''(0^+)=0$, and the swap does not supply that condition. The function $v|v|$ is odd, yet its second derivative is $-2$ on the left and $+2$ on the right.

**Q.** Then I need $I''(0^+)$ for my law. How large is it?

**A.** Define $n(V)=1+V_T'(V)$, so that $q'(V)=-n(V)$. Write $n$, $q_0$, $q''$ and $q'''$ for values at $V_0$. For $v>0$ the source lies at $V_0-v/2$, so

$$q(V_S)=q_0+\frac n2v+\frac{q''}8v^2+\cdots .$$

The linear term is positive because lowering the source voltage raises the charge. Multiplying by $v$ and subtracting $av^2/2$,

$$\frac I\beta=q_0v+\frac{n-a}2v^2+\frac{q''}8v^3+\cdots .$$

Hence $I''(0^+)=\beta(n-a)$ and, by oddness, $I''(0^-)=-\beta(n-a)$. The jump, right limit minus left limit, is

$$\Delta I''=2\beta(n-a).$$

With $a=1$ it is $2\beta(n-1)=2\beta V_T'(V_0)$, which is positive for any $\gamma>0$. The current and the conductance $\beta q_0$ remain continuous.

**Q.** Perhaps the symmetric sweep creates the trouble. I normally hold the source fixed and sweep the drain.

**A.** Take a general straight path, $V_S=V_0-\lambda v$ and $V_D=V_0+(1-\lambda)v$. Your sweep is $\lambda=0$. To second order,

$$\frac I\beta=\begin{cases}q_0v+\left(n\lambda-\frac a2\right)v^2,&v>0,\\[2pt] q_0v+\left[-n(1-\lambda)+\frac a2\right]v^2,&v<0.\end{cases}$$

The first line uses $q(V_S)=q_0+n\lambda v$, the second $q(V_D)=q_0-n(1-\lambda)v$. Doubling the quadratic coefficients and subtracting,

$$\frac{\Delta I''}\beta=(2n\lambda-a)-\left[-2n(1-\lambda)+a\right]=2(n-a).$$

The path parameter cancels. On your sweep both one-sided values are negative, $-\beta a$ and $\beta(a-2n)$, so the jump is less obvious, but it has the same size.

**Q.** What is physically wrong with the law? I did include the body effect.

**A.** You included it at the source but not along the channel. In the gradual-channel approximation with constant mobility, the current is the same at every position $x$:

$$I=\mu C_{ox}W\,q(V)\frac{dV}{dx}.$$

Integrating over the length $L$ from source to drain gives

$$I=\beta\int_{V_S}^{V_D}q(V)\,dV .$$

Expand the charge about the source, $q(V)=q(V_S)-n(V_S)(V-V_S)+\cdots$, and integrate:

$$\frac I\beta=q(V_S)v-\frac{n(V_S)}2v^2+\cdots .$$

The slope is $-n$ rather than $-1$ because, as the channel voltage rises towards the drain, the depletion charge grows and takes up part of the gate charge. Your unit coefficient omits that growth. Relative to the integral, your law has the leading error $\beta(n-1)v^2/2$ for $v>0$. Swapping copies this error with reversed sign to the other side, giving $\beta(n-1)v|v|/2$.

The integral itself needs no swap. It is a difference $\Phi(V_D)-\Phi(V_S)$ of one function, smooth wherever $2\phi_F+V>0$, and exchanging its arguments reverses its sign.

**Q.** If I remove the body effect, does my original law become smooth?

**A.** Yes. With $\gamma=0$ the threshold is constant and $n=1$. Since $V_Sv+v^2/2=(V_D^2-V_S^2)/2$,

$$\frac I\beta=(V_G-V_T)(V_D-V_S)-\frac{V_D^2-V_S^2}2 .$$

This polynomial already changes sign under exchange, so swapping reproduces the same polynomial. The reverse mismatch also fails: a constant threshold with $a>1$ has the jump $2\beta(1-a)$, which is negative. The threshold and the quadratic coefficient must describe the same body charge.

**Q.** Then I set $a=n(V_S)$ and keep the swap. Is it smooth now?

**A.** At constant mobility, through the third derivative, but not the fourth. For $v>0$ this matched law drops the following terms of the integral:

$$\frac{I_{\rm matched}-I_{\rm integral}}\beta=-\frac{q''(V_S)}6v^3-\frac{q'''(V_S)}{24}v^4+\cdots .$$

On the symmetric path $q''(V_S)=q''-q'''v/2+\cdots$. The quartic coefficient is therefore $q'''/12-q'''/24=q'''/24$. The integral on the same path is

$$\frac{I_{\rm integral}}\beta=\int_{-v/2}^{v/2}\left(q_0-ns+\frac{q''}2s^2+\cdots\right)ds=q_0v+\frac{q''}{24}v^3+\cdots,$$

with no even powers. Adding the two, and using $1/24-1/6=-1/8$,

$$\frac{I_{\rm matched}}\beta=q_0v-\frac{q''}8v^3+\frac{q'''}{24}v^4+\cdots\qquad(v>0).$$

Four differentiations give $I''''(0^+)=\beta q'''=-\beta V_T'''$. Oddness reverses it on the left, so the fourth derivative jumps by $-2\beta V_T'''$. On this symmetric path the cubic coefficient also has the wrong sign and three times the right magnitude.

**Q.** Is there a simple law without a swap?

**A.** You can average the terminal charges:

$$I=\frac\beta2\left[q(V_S)+q(V_D)\right](V_D-V_S).$$

One expression covers both signs of $v$. It is odd under exchange and as smooth as $q$. On the symmetric path the average charge is $q_0+q''v^2/8+\cdots$, so the cubic coefficient is $+q''/8$: the right sign, but still three times that of the integral. Smoothness does not ensure accurate distortion.

**Q.** Please put numbers on this. A second derivative may be too fine a matter for my circuits.

**A.** Take a 7 nm oxide, doping of $2\times10^{17}$ cm⁻³, mobility 300 cm²/Vs, $W=L=10$ µm and 300 K. Let $V_{FB}=-0.9$ V, $V_G=2.5$ V and $V_0=0.5$ V. With relative permittivities 3.9 and 11.7 and $n_i=10^{10}$ cm⁻³, these give $C_{ox}=0.4933$ µF/cm², $2\phi_F=0.869$ V and $\gamma=0.522$ V$^{1/2}$. Then

$$n-1=\frac{\gamma}{2\sqrt{2\phi_F+V_0}}=\frac{0.522}{2\sqrt{1.369}}=0.223,$$

and $\beta=300\times0.4933=148$ µA/V². The jump is $2\times148\times0.223=66$ µA/V², from $-33$ to $+33$ on the symmetric path. Finite differences of the swapped current also give 66.

At $v=\pm10$ mV, your law has second derivatives of $\pm33.1$ µA/V², while the integral has $\pm0.030$. Yet at $v=0.1$ V the currents are 21.18 and 21.01 µA, a difference of 0.8% relative to the integral. A plot of the current would hardly show the fault.

**Q.** Where would a circuit show it?

**A.** In distortion around zero drain bias, as in a transistor used as a resistor or a passive mixer. Apply $v=A\sin\theta$ symmetrically. Your law is, for both signs of $v$,

$$\frac I\beta=q_0v+\frac{n-1}2v|v|+\frac{q''}8v^3+\cdots .$$

The $\sin3\theta$ coefficient of $\sin\theta|\sin\theta|$ follows from $\sin3\theta=3\sin\theta-4\sin^3\theta$. The two half-periods contribute equally, so it is

$$\frac2\pi\int_0^\pi\sin^2\theta\,\sin3\theta\,d\theta=\frac2\pi\left(3\cdot\frac43-4\cdot\frac{16}{15}\right)=-\frac8{15\pi}.$$

For the cubic term, $\sin^3\theta=(3\sin\theta-\sin3\theta)/4$. To this order the third-harmonic coefficients are

$$b_3^{\rm unit}=-\beta\left[\frac{4(n-1)A^2}{15\pi}+\frac{q''A^3}{32}\right],\qquad b_3^{\rm integral}=-\frac{\beta q''A^3}{96}.$$

For $A=0.1$ V and $q''=0.0815$ V⁻¹, the bracket is $1.89\times10^{-4}+0.03\times10^{-4}$ V², so $b_3^{\rm unit}=-28.4$ nA. The integral gives $-0.126$ nA, smaller by a factor of 226. Doubling the drive from 0.05 to 0.1 V multiplies your harmonic by 4.03 and that of the integral by 8.00. The false harmonic therefore dominates more strongly as the signal gets smaller.

The matched and average-charge laws give $+0.39$ and $-0.38$ nA. Both remove the large false term, and both miss the smooth harmonic by about the factor of three found above. These ratios belong to symmetric drive. With the source held fixed, the integral gives $-0.503$ nA and your law $-28.8$ nA, a ratio of 57, while the matched and average-charge laws give $+0.018$ and $-0.755$ nA.

**Q.** Would a real silicon transistor show $-0.126$ nA?

**A.** I would not predict that. The parameters are rough values for a long bulk silicon device with an oxide insulator and a metal-like gate; 10 µm is far longer than a scaled transistor. The harmonic is also very sensitive to the assumption of constant mobility. With a local mobility factor $1/(1+\theta_m q)$ and a rough $\theta_m=0.25$ V⁻¹, the factor at $V_0$ is 0.74 and the integral's harmonic becomes $+0.40$ nA: its sign changes. The current is still a difference of one smooth function, so no jump appears. If your law is scaled by the same constant 0.74, its harmonic is still 53 times larger in magnitude. If instead the factor $m=1/(1+\theta_m q)$ is evaluated at the source of the swapped law, the jump becomes $2\beta m(nm-a)$. For $a=1$ it is $-21$ µA/V², and the harmonic is 22 times that of the integral. For $a=n$ it is $-70$ µA/V², so matching the body coefficient no longer removes it.

Holding the surface potential at $2\phi_F+V$ is also crude. A charge-sheet solution lowers $q_0$ from 1.42 to 1.23 V and the slope $-dq/dV$ from 1.22 to 1.17, and it moves the integral's harmonic to about $-0.15$ nA. Integrating the electron density over depth, without the sheet approximation, gives about $-0.16$ nA. Two contacts of 50 Ω would add about 2% to the channel resistance and reduce the integral's harmonic to $-0.116$ nA, and a charge centroid 1 nm below the oxide would lower the gate capacitance by about 5%. At low frequency, self-heating with a rough thermal resistance of 320 K/W and $\mu\propto T^{-3/2}$ would move the harmonic from $-0.126$ to about $-0.11$ nA. At 400 K, with $\gamma$ and the terminal voltages held fixed, $n-1$ rises by about 4% if the gap is held at 1.12 eV, and by about 6% once the narrowing of the gap is included. The oxide field is 2.7 MV/cm, and the estimated tunnelling current, near $10^{-22}$ A/cm² for an oxide mass of $0.4\,m_0$ and between about $10^{-18}$ and $10^{-26}$ A/cm² for masses from 0.3 to $0.5\,m_0$ (for a 3.1 eV barrier; other choices of prefactor and electron starting energy raise these values by up to two decades), is negligible here. The time scale $L^2/(\mu q_0)$ is 2.3 ns, and the slowest charging mode of the channel decays in $nL^2/(\pi^2\mu q_0)=0.29$ ns. Under symmetric drive at 68 MHz, where $\omega L^2/(\mu q_0)=1$, the small-signal admittance shifts by about 6° in phase and 0.7% in magnitude, so the quasi-static fundamental is safe well below that frequency. The third harmonic is more sensitive: for $A=0.1$ V its magnitude rises from 0.126 nA to 0.134 nA at 7 MHz, 0.158 nA at 14 MHz and 0.46 nA at 68 MHz, so the static value holds to about 1% only up to 2–3 MHz.

Velocity saturation hardly changes the current here, because its voltage scale, $V_c=v_{sat}L/\mu$, is 33 V. The integral's harmonic is so small, however, that dividing the current by $\sqrt{1+(v/V_c)^2}$ changes it from $-0.126$ to $-0.102$ nA. The form of the factor matters more than its size. Dividing instead by the common factor $1+|v|/V_c$ changes the current at 0.1 V by only 0.3%, but it gives even the integral a second-derivative jump of $-4\beta q_0/V_c=-25$ µA/V² and a harmonic of $+10.5$ nA. This jump does not need a body effect. At the same mobility and $L=0.1$ µm the scale $V_c$ would be 0.33 V, and this long-channel model would no longer be adequate.

**Q.** So when I test a model, checking that the current reverses under exchange is not enough.

**A.** No, because your swap guarantees that result whatever the law. Compare the one-sided second derivatives at $v=0$ with the body effect, mobility reduction and velocity saturation all switched on, since each can cause a jump. Keep any other term in $|v|$ switched on too: a factor $1+\lambda_c|v|$ for channel-length modulation adds $4\beta q_0\lambda_c$, or 17 µA/V² for $\lambda_c=0.02$ V⁻¹, and a threshold lowered by $0.01|v|$ adds 5.9 µA/V², neither needing a body effect. Do this at several gate voltages, because jumps of opposite sign can cancel at one bias: for $a=1$, with $m$ taken at the source and the factor $1+|v|/V_c$, the total jump is $+31$ µA/V² at $V_G=1.4$ V, zero near 1.78 V and $-40$ µA/V² at 2.5 V. These values keep $V_c=33$ V; replacing it by $V_c/m$ moves the zero to 1.80 V and the last value to $-35$ µA/V². At 1.4 V the pinned-potential charge, 0.32 V, is also well above the 0.21 V of the full electrostatics, so the numbers describe the model rather than a device. Then compare the higher derivatives if the model still contains a swap or a power of $|v|$. Dividing the integral by $(1+|v/V_c|^b)^{1/b}$ involves no swap, yet $b=3$ makes the fourth derivative jump. For $1<b<2$ the second derivatives agree in the limit while the third diverges; $b=1.5$ gives a harmonic of $+0.37$ nA that grows by a factor of about 5, not 8, when the drive doubles.

## Computed values

```
Temperature: 300 K; oxide thickness: 7.0 nm
Doping: 2.0e+17 cm^-3; intrinsic density: 1.0e+10 cm^-3
Relative permittivity, semiconductor: 11.7
Relative permittivity, oxide: 3.9
Mobility: 300 cm2/Vs; width = length: 10 um
Flat-band V: -0.90 V; gate V: 2.50 V; common V0: 0.50 V
Thermal voltage: 0.02585 V; 2 phi_F: 0.8692 V
Oxide capacitance: 0.4933 uF/cm2; gamma: 0.5223 V^0.5
Threshold at V0, relative to source: 0.5804 V
Charge voltage q(V0): 1.4196 V; body coefficient n: 1.2232
q'' at V0: 0.08150 V^-1; VT''' at V0: 0.08929 V^-2
beta: 147.99 uA/V2; zero-bias conductance: 210.09 uS
Unit law, d2I/dv2 at 0+: 33.030 uA/V2
Unit law, d2I/dv2 at 0-: -33.030 uA/V2
Unit law, second-derivative jump: 66.060 uA/V2
Same jump from one-sided differences: 66.062 uA/V2
No body effect, a=n, jump: -66.060 uA/V2
Matched law, fourth-derivative jump: -26.428 uA/V4
d2I/dv2 at -10, +10 mV, unit: -33.1208, 33.1208 uA/V2
d2I/dv2 at -10, +10 mV, matched: 0.0911, -0.0911 uA/V2
d2I/dv2 at -10, +10 mV, average charge: -0.0905, 0.0905 uA/V2
d2I/dv2 at -10, +10 mV, integral: -0.0302, 0.0302 uA/V2
Drive amplitude: 0.10 V
Current at this bias, unit: 21.1757 uA; integral: 21.0095 uA
Current error of unit law: 0.791 percent
sin(3 theta) coefficient, unit: -28.4219 nA
sin(3 theta) coefficient, unit, formula: -28.4137 nA
sin(3 theta) coefficient, matched: 0.3936 nA
sin(3 theta) coefficient, average charge: -0.3771 nA
sin(3 theta) coefficient, integral: -0.1257 nA
Third-harmonic ratio, unit/integral: 226.1
Ratio on doubling drive, unit: 4.028; integral: 8.002
Charge-sheet q(V0): 1.2282 V; -dq/dV: 1.1720
Charge-sheet q'': 0.09436 V^-1
Mobility reduction theta: 0.25 V^-1; factor at V0: 0.7381
Integral third harmonic with mobility reduction: 0.3952 nA
|Unit (scaled by factor)/that harmonic|: 53.1
Saturation speed: 1.0e+07 cm/s; critical voltage: 33.33 V
Integral third harmonic with velocity saturation: -0.1020 nA
Contact resistance each: 50 ohm; total/channel: 2.10 percent
Charge centroid: 1.0 nm; capacitance loss: 4.55 percent
Sheet density: 3.782e+12 cm^-2; one-subband (EF-E0)/kT: 0.414
Depletion width: 94.1 nm; width/length: 0.94 percent
Oxide field: 2.676 MV/cm; oxide drop: 1.874 V
Tunnel barrier: 3.1 eV; mass: 0.4 m0
Tunnelling estimate: log10(J / (A/cm2)) = -22.2
Channel transit time L2/(mobility*q): 2.348 ns
At 400 K: n = 1.2330; (n-1) change: 4.42 percent
```
